# Slater's Transition State and Its Third-Derivative Error in Photoemission

## What symmetry fixes

Remove one electron by lowering the occupation $f$ of a single spin orbital from 1 to 0. Let $E(f)$ be the total energy, with the orbitals relaxed at every $f$, and with the nuclei and all other occupations held fixed. The ionization energy in this model is

$$I=E(0)-E(1).$$

Consider an occupation interval of width $w$ centred on $f=1/2$, and the difference

$$D(w)=E\!\left(\tfrac12+\tfrac w2\right)-E\!\left(\tfrac12-\tfrac w2\right).$$

Suppose that $D$ can be expanded in derivatives at the midpoint. The $n$th derivative is an energy divided by the $n$th power of an occupation, so it must be multiplied by $w^n$. Replacing $w$ by $-w$ exchanges the two ends and reverses the sign of $D$. Even powers are therefore absent:

$$D(w)=c_1wE'\!\left(\tfrac12\right)+c_3w^3E'''\!\left(\tfrac12\right)+\dots$$

The coefficients do not depend on the function, so simple functions determine them. With $t=f-1/2$, the choice $E=t$ gives $D=w$ and $E'=1$, hence $c_1=1$. The choice $E=t^3$ gives $D=2(w/2)^3=w^3/4$, with $E'(1/2)=0$ and $E'''=6$. Thus $6c_3=1/4$ and $c_3=1/24$.

For full ionization $w=1$ and $D=-I$. If the slope $E'(f)$ is the orbital eigenvalue $\varepsilon(f)$, then

$$-\varepsilon\!\left(\tfrac12\right)=I+\tfrac1{24}E'''\!\left(\tfrac12\right)+\dots$$

The eigenvalue gives *minus* the ionization energy, and a positive third derivative makes the estimate too large. It remains to show that the slope is the eigenvalue, and to find what the dots conceal. Atomic units are used in the algebra.

## Why the slope is an eigenvalue

Take a spin-density functional with orthonormal orbitals $\psi_i$ and occupations $f_i$. The density of spin $\sigma$ is $\rho_\sigma=\sum_{i\in\sigma}f_i|\psi_i|^2$, and

$$E=\sum_i f_i\langle\psi_i|-\tfrac12\nabla^2+v|\psi_i\rangle+E_H[\rho]+E_{xc}[\rho_\uparrow,\rho_\downarrow]+E_{nn}.$$

Here $v$ is the attraction of the nuclei, $E_H$ the classical electron repulsion and $E_{nn}$ the nuclear repulsion. Vary $\psi_i^*$ at fixed occupations, with multipliers $\lambda_{ij}$ for orthonormality within each spin:

$$f_i h_\sigma\psi_i=\sum_j\lambda_{ij}\psi_j,\qquad h_\sigma=-\tfrac12\nabla^2+v+v_H+v_{xc,\sigma}.$$

Projection on $\psi_j$ gives $\lambda_{ij}=f_i\langle\psi_j|h_\sigma|\psi_i\rangle$. The multiplier matrix is Hermitian, $\lambda_{ij}=\lambda_{ji}^*$, and so is $h_\sigma$. Therefore

$$(f_i-f_j)\langle\psi_j|h_\sigma|\psi_i\rangle=0.$$

Orbitals with different occupations are not coupled. Those with equal occupations can be rotated among themselves without changing the density, until $h_\sigma$ is diagonal. The stationary orbitals can thus be chosen to obey $h_\sigma\psi_i=\varepsilon_i\psi_i$.

Now change the occupation $f$ of one orbital $\psi$. The energy changes explicitly through $f$ and implicitly through the orbitals. By the chain rule, the explicit part contains the kinetic and nuclear terms together with $\langle\psi|v_H+v_{xc,\sigma}|\psi\rangle$, so

$$\frac{dE}{df}=\langle\psi|h_\sigma|\psi\rangle+\sum_i f_i\left[\left\langle\frac{\partial\psi_i}{\partial f}\middle|h_\sigma\middle|\psi_i\right\rangle+\text{c.c.}\right].$$

In the sum, $h_\sigma\psi_i=\varepsilon_i\psi_i$ turns each bracket into $\varepsilon_i\,\partial\langle\psi_i|\psi_i\rangle/\partial f$, which vanishes because the norm stays equal to one. What remains is Janak's theorem,

$$\frac{dE}{df}=\varepsilon(f).$$

The proof uses stationarity, not minimality. It therefore covers a core hole, which is a stationary state of the ion but not its lowest state, provided that one such solution can be followed smoothly.

## First derivation: averaging the eigenvalue

Integrating Janak's theorem over the occupation gives

$$I=E(0)-E(1)=-\int_0^1\varepsilon(f)\,df.$$

The ionization energy is minus the average eigenvalue along the path. Assume that $E$ has five continuous derivatives on $[0,1]$. Since $\varepsilon=E'$, Taylor's theorem about the midpoint reads

$$\varepsilon\!\left(\tfrac12+t\right)=E'+tE''+\frac{t^2}{2}E'''+\frac{t^3}{6}E^{(4)}+\frac{t^4}{24}E^{(5)}(\xi_t).$$

Derivatives without an argument are taken at $f=1/2$, and $\xi_t$ lies between $1/2$ and $1/2+t$. Integrate from $t=-1/2$ to $1/2$. The terms in $t$ and $t^3$ are odd and vanish. The even ones need

$$\int_{-1/2}^{1/2}t^2dt=\frac23\left(\frac12\right)^3=\frac1{12},\qquad
\int_{-1/2}^{1/2}t^4dt=\frac25\left(\frac12\right)^5=\frac1{80}.$$

Consequently

$$-I=\varepsilon\!\left(\tfrac12\right)+\frac{E'''}{24}+R,\qquad |R|\le\frac{\max|E^{(5)}|}{24\cdot80}=\frac{\max|E^{(5)}|}{1920}.$$

Rearrangement gives

$$-\varepsilon\!\left(\tfrac12\right)-I=\frac{E'''(1/2)}{24}+R.$$

If the fifth derivative varies little over the interval, $R$ is close to $E^{(5)}(1/2)/1920$, the next correction.

The sign has a simple reading. Since $E'''=\varepsilon''$, a positive third derivative means that the eigenvalue curve bends upward. Its average then lies above its midpoint value, and after the change of sign the midpoint estimate exceeds $I$. If $\varepsilon$ is linear in $f$, so that $E$ is quadratic, the midpoint gives $I$ without error, however steep the line.

The steepness matters if the eigenvalue of the neutral system is used instead. From the same expansion at $t=1/2$,

$$\varepsilon(1)=\varepsilon\!\left(\tfrac12\right)+\frac{E''}{2}+\frac{E'''}{8}+\dots$$

Change its sign, subtract $I$, and insert the midpoint result:

$$-\varepsilon(1)-I=-\frac{E''}{2}-\frac{E'''}{8}+\frac{E'''}{24}+\dots=-\frac{E''}{2}-\frac{E'''}{12}+\dots$$

The second derivative measures how fast the level sinks as its electron is removed. Half occupation eliminates that term.

## Second derivation: a mean-value theorem for the energies

The second route uses no integral of $\varepsilon$ and no Taylor series. Assume that $E$ is continuous on $[0,1]$ and has a continuous third derivative for $0<f<1$. Derivatives at the two ends need not exist. Define, for $0\le t\le1/2$,

$$g(t)=E\!\left(\tfrac12+t\right)-E\!\left(\tfrac12-t\right)-2tE'\!\left(\tfrac12\right).$$

Its derivatives for $t<1/2$ are

$$g'(t)=E'\!\left(\tfrac12+t\right)+E'\!\left(\tfrac12-t\right)-2E'\!\left(\tfrac12\right),$$

$$g''(t)=E''\!\left(\tfrac12+t\right)-E''\!\left(\tfrac12-t\right),$$

$$g'''(t)=E'''\!\left(\tfrac12+t\right)+E'''\!\left(\tfrac12-t\right).$$

Hence $g(0)=g'(0)=g''(0)=0$. The comparison function $t^3$ and its first two derivatives, $3t^2$ and $6t$, also vanish at zero. Cauchy's mean-value theorem says that the ratio of the increments of two functions equals the ratio of their derivatives at some interior point. Three applications give points $0<t_3<t_2<t_1<1/2$ with

$$\frac{g(1/2)}{(1/2)^3}=\frac{g'(t_1)}{3t_1^2}=\frac{g''(t_2)}{6t_2}=\frac{g'''(t_3)}{6}.$$

Multiplying by $1/8$,

$$g\!\left(\tfrac12\right)=\frac1{48}\left[E'''\!\left(\tfrac12+t_3\right)+E'''\!\left(\tfrac12-t_3\right)\right].$$

The average of two values of a continuous function is attained between them. There is therefore an $x$ in $(0,1)$ for which the bracket equals $2E'''(x)$, and $g(1/2)=E'''(x)/24$. From its definition,

$$g\!\left(\tfrac12\right)=E(1)-E(0)-E'\!\left(\tfrac12\right)=-I-\varepsilon\!\left(\tfrac12\right),$$

so that

$$-\varepsilon\!\left(\tfrac12\right)=I+\frac{E'''(x)}{24}.$$

No higher terms are left over; their effect is contained in the position of $x$. If $E'''$ varies little across the interval, $E'''(x)$ may be replaced by $E'''(1/2)$, which recovers the first result.

## What each derivation assumes

Both derivations need the midpoint slope to be the eigenvalue, and both need a single smooth branch of solutions. The first asks for more derivatives and returns a computable correction with a bound on the rest. The second tolerates singular ends, but it does not locate $x$.

A limiting case shows the difference. Local exchange for one spin orbital of fixed shape, with no other density of its spin, is proportional to $-\int(f|\psi|^2)^{4/3}d^3r$, hence to $-f^{4/3}$. In units of its magnitude at $f=1$,

$$E=-f^{4/3},\qquad E'=-\tfrac43f^{1/3},\qquad E'''=\tfrac8{27}f^{-5/3}.$$

The third derivative diverges at $f=0$, and the fifth with it, so the bound of the first derivation is useless, while the conditions of the second are met. The midpoint error is $\tfrac43(1/2)^{1/3}-1=0.0583$. The leading term is $\tfrac1{24}\cdot\tfrac8{27}\cdot2^{5/3}=0.0392$, about two thirds of it. The mean-value formula holds with $x=0.394$, displaced from the midpoint towards the singular end.

Both derivations fail if the slope jumps inside the interval, for example where the calculation switches to another solution. Let the slope be $a$ for $f<f_0$ and $b$ for $f>f_0$, with $f_0<1/2$. Then $I=-af_0-b(1-f_0)$, the midpoint estimate is $-b$, and the error is

$$-b+af_0+b(1-f_0)=f_0(a-b).$$

The third derivative is zero on both sides of the jump and gives no warning of this error.

The argument also extends to an excitation in which an electron moves from orbital $i$ to orbital $j$. Set $f_i=1-\lambda$ and $f_j=\lambda$. Janak's theorem gives $dE/d\lambda=\varepsilon_j-\varepsilon_i$. Under the same smoothness conditions the excitation energy is this difference at $\lambda=1/2$, plus one twenty-fourth of the third derivative along $\lambda$ at an intermediate point.

## Three levels of a water molecule

An isolated water molecule, with O–H length 0.96 Å and angle 104.5°, serves as a small test case. It is only a crude stand-in for oxygen in a photoresist. The functional is the local spin-density approximation with VWN correlation, in an uncontracted Gaussian basis of 49 functions. One spin-down electron is removed from the O 1s orbital, from the 2a1 orbital (mainly O 2s), or from the lone-pair orbital 1b1. The hole is followed by its overlap with the orbital of the neutral molecule.

| Level | $I$ (eV) | $-\varepsilon(1/2)$ (eV) | $-\varepsilon(1)$ (eV) |
|---|---:|---:|---:|
| O 1s | 534.878 | 536.466 | 506.723 |
| 2a1 | 31.735 | 31.658 | 25.270 |
| 1b1 | 13.160 | 13.104 | 7.336 |

Here $I$ comes from separate total energies of molecule and ion. The third decimal serves to compare results within the model and is not a claim about real water. The entries are not converged in the basis: 106 functions, with more core flexibility and an f shell on oxygen, move $I$ by $-0.50$, $-0.12$ and $+0.01$ eV for the three levels and $-\varepsilon(1)$ by $-0.34$, $-0.10$ and $+0.04$ eV. The difference $-\varepsilon(1/2)-I$ changes by about 0.005 eV or less.

For O 1s the derivatives can be traced from $\varepsilon(0.4)=-541.7438$ eV and $\varepsilon(0.6)=-530.8775$ eV. The slope of the eigenvalue is

$$E''\approx\frac{-530.8775+541.7438}{0.2}=54.33\ \text{eV},$$

and its curvature is

$$E'''\approx\frac{-541.744+2(536.466)-530.878}{(0.1)^2}\approx31\ \text{eV}.$$

Adding the eigenvalues at $f=0.2$ and $0.8$ separates the $t^2$ and $t^4$ parts of the curve and refines this to 30.67 eV. The last digits depend on the fit: eigenvalues at steps of 0.1 from $f=0.1$ to $0.9$ give $E'''=30.72$ eV and $E''=54.49$ eV. The predicted leading error is $30.67/24=1.28$ eV. The actual error is $536.466-534.878=1.59$ eV, so the leading term supplies about 80% of it. The fifth-derivative term, estimated from the same few eigenvalues with the sixth and higher powers of $t$ neglected, adds roughly 0.2 eV and brings the prediction to about 1.5 eV. The calculation does not show which part of the energy causes the remaining higher orders. A comment in the program names local exchange, but the exchange part was not isolated, so that remark is untested.

For 2a1, $E'''=-1.843$ eV gives $-0.077$ eV, equal to the actual error at this precision. For 1b1, $E'''=-1.374$ eV gives $-0.057$ eV, against an actual $-0.056$ eV. In both valence levels the eigenvalue curve bends the other way, and the estimate is slightly low.

The neutral eigenvalues are much poorer estimates. For O 1s the first two terms of their error are $-54.33/2-30.67/12=-29.7$ eV, while the actual error is $-28.2$ eV. The remainder of the expansion, about $+1.6$ eV, was not resolved into separate terms. For 1b1 the same terms give $-12.007/2+1.374/12=-5.89$ eV, against $-5.82$ eV.

The link between eigenvalues and energies was tested separately on the window from $f=0.4$ to $0.6$. Simpson's rule applied to $\varepsilon(0.4)$, $\varepsilon(0.5)$ and $\varepsilon(0.6)$ was compared with the difference of the total energies at the two ends. The largest mismatch among the three levels was $4.4\times10^{-5}$ eV. In this window the third-derivative term for O 1s is $(0.2)^3(30.67)/24=0.010$ eV, more than two hundred times larger, so the comparison does resolve the coefficient $1/24$.

## Meaning for a resist exposed at 13.5 nm

A photon of this wavelength carries 91.84 eV. In the model it can ionize 2a1 and 1b1, leaving photoelectrons of $91.84-31.74=60.1$ eV and $91.84-13.16=78.7$ eV. It cannot open O 1s, so a single photon does not start Auger decay from an oxygen 1s hole. That level belongs to X-ray photoemission.

The small transition-state error must not be taken for the error against experiment. Evaluating the PBE functional on the same densities shifts $I$ by $+4.06$ eV for O 1s, $+0.11$ eV for 2a1 and $-0.38$ eV for 1b1. In each case this exceeds the transition-state error. For O 1s, scalar relativity, taken to first order on the nonrelativistic densities, adds 0.35 eV (0.38 eV when the orbitals are allowed to relax), and a larger basis subtracts 0.38 eV with 66 functions and 0.50 eV with 106; a finer integration grid changes $I$ by less than 0.001 eV for all three levels. The measured O 1s ionization energy of water vapour is roughly 540 eV. That the half-occupied eigenvalue lies nearer to it than the model's own energy difference is a cancellation of errors: the transition state approximates the latter.

A resist is also not a gas of isolated molecules. Its electrons polarize around the new positive charge. If that charge sits in a cavity of radius $r$ in a medium of relative permittivity $\kappa$, the field energy outside the cavity falls from $e^2/(8\pi\epsilon_0r)$ to $1/\kappa$ of that value. The ionization energy drops by

$$\Delta=\frac{e^2}{8\pi\epsilon_0r}\left(1-\frac1\kappa\right).$$

With the rough typical values $\kappa=2.5$ and $r=2.0$ Å, $\Delta$ is about 2.2 eV. This would lower the 1b1 value to about 11 eV and raise the initial photoelectron energy, measured from the vacuum level, to about 81 eV. The estimate depends strongly on the assumed radius: 1.5 Å gives 2.9 eV and 3 Å gives 1.4 eV. For the valence levels it is the largest of the corrections sized here. Nuclear motion, lifetime broadening, the splitting of the inner-valence line into satellites and the chemical difference between water and a resist molecule are left out. The numerical output below lists the values for each level. Its label "unrelaxed error" means $-\varepsilon(1)-I$, the error of the neutral eigenvalue. This is not the error of an energy difference taken with frozen orbitals, because $E(f)$ is curved even when the orbitals are frozen.

## Numbers as computed

```
series coefficients: 1/24, 1/1920
-f^(4/3): error 0.05827, leading 0.03920
-f^(4/3): intermediate point x = 0.3941
O-H length 0.96 angstrom, angle 104.5 degrees
basis functions: 49, larger set 66
photon energy at 13.5 nm: 91.84 eV
O 1s: I from energy difference 534.878 eV
O 1s: -e(1/2) 536.466 eV
O 1s: -e(1) 506.723 eV
O 1s: e(0.4) -541.7438 eV
O 1s: e(0.6) -530.8775 eV
O 1s: E'' 54.331 eV, E''' 30.671 eV
O 1s: half-occupied error 1.5883 eV
O 1s: E'''/24 1.2780 eV
O 1s: E5/1920 0.2398 eV
O 1s: unrelaxed error -28.155 eV
O 1s: shift of I, PBE +4.056 eV
O 1s: shift of I, relativity +0.345 eV
O 1s: shift of I, larger basis -0.381 eV
O 1s: shift of I, finer grid -0.0003 eV
2a1: I from energy difference 31.735 eV
2a1: -e(1/2) 31.658 eV
2a1: -e(1) 25.270 eV
2a1: e(0.4) -32.9976 eV
2a1: e(0.6) -30.3364 eV
2a1: E'' 13.306 eV, E''' -1.843 eV
2a1: half-occupied error -0.0768 eV
2a1: E'''/24 -0.0768 eV
2a1: E5/1920 -0.0000 eV
2a1: unrelaxed error -6.464 eV
2a1: shift of I, PBE +0.108 eV
2a1: shift of I, relativity +0.032 eV
2a1: shift of I, larger basis -0.072 eV
2a1: shift of I, finer grid -0.0001 eV
1b1: I from energy difference 13.160 eV
1b1: -e(1/2) 13.104 eV
1b1: -e(1) 7.336 eV
1b1: e(0.4) -14.3114 eV
1b1: e(0.6) -11.9100 eV
1b1: E'' 12.007 eV, E''' -1.374 eV
1b1: half-occupied error -0.0559 eV
1b1: E'''/24 -0.0572 eV
1b1: E5/1920 0.0013 eV
1b1: unrelaxed error -5.823 eV
1b1: shift of I, PBE -0.375 eV
1b1: shift of I, relativity -0.006 eV
1b1: shift of I, larger basis -0.001 eV
1b1: shift of I, finer grid +0.0003 eV
largest eigenvalue-integral mismatch 4.4e-05 eV
2a1: photoelectron energy 60.11 eV
1b1: photoelectron energy 78.68 eV
resist: permittivity 2.5, radius 2.0 angstrom
resist polarization lowers I by about 2.2 eV
```
